# Elliott spin-flip overlap of Kane conduction states

An electron in a conduction band can reverse its spin on scattering from a spin-independent potential, because spin-orbit coupling mixes valence states of both spins into the conduction states. Let $\psi_{\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{\mathbf k}$. If the potential $V$ varies slowly over a unit cell, the product $u^\dagger_{\mathbf k'}u_{\mathbf k}$ may be replaced by its cell average, and

$$\langle\psi_{\mathbf k'}|V|\psi_{\mathbf k}\rangle\simeq V_{\mathbf k'-\mathbf k}\,M(\mathbf k',\mathbf k),\qquad M(\mathbf k',\mathbf k)=\langle u_{\mathbf k'}|u_{\mathbf k}\rangle .$$

Each band level is a doublet, so $M$ is a $2\times2$ matrix. The problem is to find its spin-dependent part.

**Model.** The eight basis states are an s-like orbital $S$ and three p-like orbitals $X_j$, each with two spins. The $S$ level lies at $E_g$. Spin-orbit coupling splits the p levels into a $j=3/2$ edge at energy $0$ and a $j=1/2$ edge at $-\Delta$. The coupling is $\langle S|H|X_j\rangle=iPk_j$, with $P$ real and diagonal in spin. The free-electron energy $\hbar^2k^2/2m$ is common to all eight states: it shifts energies without changing eigenvectors, and is left out of $E$ below. Remote bands and terms due to missing inversion symmetry are neglected until part (g). Repeated indices are summed, and $\boldsymbol\sigma$ denotes the Pauli matrices.

## (a) The valence block

**Write the p-level Hamiltonian with $\mathbf L\cdot\boldsymbol\sigma$, and find the projectors on its two levels.**

For $L=1$ in the Cartesian basis, $(L_a)_{ij}=-i\epsilon_{aij}$. With $\mathbf J=\mathbf L+\boldsymbol\sigma/2$,

$$\mathbf L\cdot\boldsymbol\sigma=\mathbf J^2-\mathbf L^2-\tfrac34 .$$

This equals $\tfrac{15}{4}-2-\tfrac34=1$ for $j=3/2$ and $\tfrac34-2-\tfrac34=-2$ for $j=1/2$. Hence

$$H_v=\frac{\Delta}{3}(\mathbf L\cdot\boldsymbol\sigma-1)$$

has the required energies $0$ and $-\Delta$. The projectors are linear in $\mathbf L\cdot\boldsymbol\sigma$ and must be $1$ on one level and $0$ on the other:

$$Q_3=\frac{2+\mathbf L\cdot\boldsymbol\sigma}{3},\qquad Q_1=\frac{1-\mathbf L\cdot\boldsymbol\sigma}{3}.$$

## (b) The conduction doublet

**Eliminate the valence amplitudes without approximation. Find the dispersion and the normalization.**

Let $s$ be the spinor on $S$ and $c_j$ the spinor on $X_j$. The eigenvalue equations are

$$(E-E_g)s=iPk_jc_j,\qquad \big[(E-H_v)c\big]_j=-iPk_js .$$

The second gives

$$c_i=-iP\,G_{ij}(E)k_js,\qquad G(E)=\frac{Q_3}{E}+\frac{Q_1}{E+\Delta}.$$

All that follows rests on one identity:

$$k'_i(\mathbf L\cdot\boldsymbol\sigma)_{ij}k_j=-i\epsilon_{aij}k'_ik_j\sigma_a=-i\boldsymbol\sigma\cdot(\mathbf k'\times\mathbf k)=i\boldsymbol\sigma\cdot(\mathbf k\times\mathbf k').$$

It vanishes for $\mathbf k'=\mathbf k$, so that $k_i(Q_3)_{ij}k_j=2k^2/3$ and $k_i(Q_1)_{ij}k_j=k^2/3$. Putting $c$ into the first equation, where $iP\cdot(-iP)=P^2$, gives

$$E-E_g=\frac{P^2k^2}{3}\left[\frac2E+\frac1{E+\Delta}\right].$$

The conduction energy is the root with $E\ge E_g$. It is unique, since there the left side rises with $E$ and the right side falls.

The equation places no condition on the spinor $s$, so the level is a doublet. I label its members by $s=a\chi$, where $\chi$ is spin up or down and $a>0$. The valence weight is $c_i^\dagger c_i=a^2P^2\chi^\dagger k_i(G^2)_{ij}k_j\chi$. Since $Q_3$ and $Q_1$ are orthogonal projectors, $G^2=Q_3/E^2+Q_1/(E+\Delta)^2$, and normalization requires

$$\frac1{a^2}=1+\frac{P^2k^2}{3}\left[\frac2{E^2}+\frac1{(E+\Delta)^2}\right].$$

## (c) The overlap

**Find $M$ at any $\mathbf k,\mathbf k'$, and then its small-$k$ form. Which scattering events flip spin?**

Let $E',a'$ belong to $\mathbf k'$. The $S$ parts contribute $aa'$, and the valence parts contribute $aa'P^2k'_i[G(E')G(E)]_{ij}k_j$. The mixed products $Q_3Q_1$ vanish, and the identity in (b) gives

$$k'_i(Q_3)_{ij}k_j=\tfrac13\big[2\mathbf k\cdot\mathbf k'+i\boldsymbol\sigma\cdot(\mathbf k\times\mathbf k')\big],$$

$$k'_i(Q_1)_{ij}k_j=\tfrac13\big[\mathbf k\cdot\mathbf k'-i\boldsymbol\sigma\cdot(\mathbf k\times\mathbf k')\big].$$

Therefore $M=m_0+i\boldsymbol\sigma\cdot\mathbf w$, with

$$m_0=aa'\left\{1+\frac{P^2}{3}\mathbf k\cdot\mathbf k'\left[\frac2{EE'}+\frac1{(E+\Delta)(E'+\Delta)}\right]\right\},$$

$$\mathbf w=aa'\frac{P^2}{3}\left[\frac1{EE'}-\frac1{(E+\Delta)(E'+\Delta)}\right]\mathbf k\times\mathbf k'.$$

At small $k$ and $k'$, both $E-E_g$ and $1-a$ are of second order. To leading order,

$$\boxed{\mathbf w=\lambda\,\mathbf k\times\mathbf k',\qquad \lambda=\frac{P^2}{3}\left[\frac1{E_g^2}-\frac1{(E_g+\Delta)^2}\right]}$$

with a relative error of second order in the wave vectors, while $m_0=1$ plus second-order terms.

The minus sign in $\lambda$ has a plain origin: the two valence levels give opposite spin-dependent parts, which cancel if the levels coincide. For $\Delta\ll E_g$, expansion gives $\lambda\simeq2P^2\Delta/(3E_g^3)$. For $\Delta\gg E_g$ the $j=1/2$ part drops out and $\lambda\simeq P^2/(3E_g^2)$.

For spin axis $z$, the element from up to down is $i(w_x+iw_y)$, so

$$|M_{\downarrow\uparrow}|=\lambda\,|(\mathbf k\times\mathbf k')_\perp| .$$

Only the component of $\mathbf k\times\mathbf k'$ normal to the spin axis flips spin. There is no flip in this labelling if $\mathbf k$ and $\mathbf k'$ are parallel, or if both are normal to the spin axis.

## (d) Another labelling of the doublets

**Suppose each doublet is labelled instead so that the true spin operator $\sigma_z$ is diagonal in it. How does the flip amplitude change at order $k^2$?**

To this order $G$ may be taken at $E=E_g$. Since $(\mathbf L\cdot\boldsymbol\sigma\,\mathbf k)_j=-i\epsilon_{ajm}\sigma_ak_m=i(\boldsymbol\sigma\times\mathbf k)_j$,

$$(G\mathbf k)_j=g_0k_j+ig_1(\boldsymbol\sigma\times\mathbf k)_j,\qquad g_1=\frac13\left[\frac1{E_g}-\frac1{E_g+\Delta}\right],$$

with $g_0=\tfrac13[2/E_g+1/(E_g+\Delta)]$. The valence part of $\sigma_z$ in the doublet is $P^2(G\mathbf k)_j^\dagger\sigma_z(G\mathbf k)_j$. Its terms in $g_0g_1$ vanish because $\mathbf k\cdot(\boldsymbol\sigma\times\mathbf k)=0$. In the $g_1^2$ term, contracting the two $\epsilon$ symbols gives

$$(\boldsymbol\sigma\times\mathbf k)_j\sigma_z(\boldsymbol\sigma\times\mathbf k)_j=k^2\sigma_a\sigma_z\sigma_a-(\mathbf k\cdot\boldsymbol\sigma)\sigma_z(\mathbf k\cdot\boldsymbol\sigma).$$

Here $\sigma_a\sigma_z\sigma_a=-\sigma_z$, and $\sigma_z(\mathbf k\cdot\boldsymbol\sigma)=2k_z-(\mathbf k\cdot\boldsymbol\sigma)\sigma_z$ turns the last product into $2k_z\mathbf k\cdot\boldsymbol\sigma-k^2\sigma_z$. The sum is $-2k_z\mathbf k\cdot\boldsymbol\sigma$. The projected spin operator is thus

$$[1+O(k^2)]\sigma_z-2\mu k_z\,\mathbf k\cdot\boldsymbol\sigma,\qquad \mu=P^2g_1^2=\frac{P^2}{9}\left[\frac1{E_g}-\frac1{E_g+\Delta}\right]^2 .$$

Its axis is tilted from $\hat{\mathbf z}$ by $\boldsymbol\delta=-2\mu k_z\mathbf k_\perp$. The rotation vector that produces this tilt is $\boldsymbol\varphi=\hat{\mathbf z}\times\boldsymbol\delta=-2\mu k_z\hat{\mathbf z}\times\mathbf k$, and the new doublet is obtained with

$$U_{\mathbf k}=1-\tfrac i2\boldsymbol\varphi\cdot\boldsymbol\sigma=1+i\mu k_z(\hat{\mathbf z}\times\mathbf k)\cdot\boldsymbol\sigma .$$

The overlap becomes $U^\dagger_{\mathbf k'}MU_{\mathbf k}$, whose transverse vector is

$$\mathbf w_\perp=\lambda(\mathbf k\times\mathbf k')_\perp+\mu\left(k_z\hat{\mathbf z}\times\mathbf k-k'_z\hat{\mathbf z}\times\mathbf k'\right).$$

The extra terms are of the same order as the first. The pure cross-product law therefore belongs to the labelling of part (b). The ratio $\mu/\lambda=(A-B)/[3(A+B)]$, with $A=1/E_g$ and $B=1/(E_g+\Delta)$, stays below $1/3$.

## (e) A rate that no labelling can change

**Let elastic scattering be isotropic, with rate $1/\tau$ when $M=1$. Find the decay rate of a uniform spin polarization on the shell $|\mathbf k|=k$ at small $k$.**

Let $\rho$ be the $2\times2$ density matrix at each direction. With $\langle\ \rangle$ an average over the directions of $\mathbf k$,

$$\tau\frac{d\rho_{\mathbf k'}}{dt}=\langle M\rho_{\mathbf k}M^\dagger\rangle-\tfrac12\left\{\langle MM^\dagger\rangle,\rho_{\mathbf k'}\right\}.$$

Relabelling sends $\rho_{\mathbf k}\to U_{\mathbf k}^\dagger\rho_{\mathbf k}U_{\mathbf k}$ and $M\to U^\dagger_{\mathbf k'}MU_{\mathbf k}$. This is a unitary change of basis of the whole equation, so its decay rates stay the same. I use the labelling of (b), with $M=m_0+i\lambda\boldsymbol\sigma\cdot\mathbf v$ and $\mathbf v=\mathbf k\times\mathbf k'$, and insert the spin part $\rho=\mathbf s\cdot\boldsymbol\sigma$.

First, $MM^\dagger=m_0^2+\lambda^2v^2$. Next, $[\boldsymbol\sigma\cdot\mathbf v,\boldsymbol\sigma\cdot\mathbf s]=2i\boldsymbol\sigma\cdot(\mathbf v\times\mathbf s)$ and $(\boldsymbol\sigma\cdot\mathbf v)(\boldsymbol\sigma\cdot\mathbf s)(\boldsymbol\sigma\cdot\mathbf v)=2(\mathbf v\cdot\mathbf s)\boldsymbol\sigma\cdot\mathbf v-v^2\boldsymbol\sigma\cdot\mathbf s$. Gain minus loss is then the average of

$$-2m_0\lambda\,\boldsymbol\sigma\cdot(\mathbf v\times\mathbf s)-2\lambda^2\boldsymbol\sigma\cdot\left[v^2\mathbf s-\mathbf v(\mathbf v\cdot\mathbf s)\right].$$

The first term averages to zero: $\langle\mathbf v\rangle=0$, and the part of $m_0$ proportional to $\mathbf k\cdot\mathbf k'$ gives $\langle(\mathbf k\cdot\mathbf k')\,\mathbf k\times\mathbf k'\rangle=\tfrac{k^2}{3}\mathbf k'\times\mathbf k'=0$. In the second term, averaging also over $\mathbf k'$ gives $\langle v^2\rangle=\tfrac23k^4$ and $\langle v_av_b\rangle=\tfrac13\delta_{ab}\langle v^2\rangle$, so the bracket becomes $\tfrac23\cdot\tfrac23k^4\mathbf s$. The anisotropy driven by this term is itself of order $\lambda^2k^4$ and affects the rate at higher order. Hence

$$\frac1{T_{\rm E}}=\frac89\,\frac{\lambda^2k^4}{\tau}.$$

Populations alone reproduce this in labelling (b). The mean flip probability is $p=\tfrac23\lambda^2\langle v^2\rangle=\tfrac49\lambda^2k^4$, and the difference of up and down populations decays at $2p/\tau$. In the labelling of (d), the cross terms average to zero and $p$ gains $2\mu^2\langle k_z^2k_\perp^2\rangle=\tfrac4{15}\mu^2k^4$. That excess is an artefact of dropping the coherences between the two labelled states.

## (f) A narrow-gap example

**Evaluate the flip amplitude and lifetime for $E_g=0.24$ eV, $\Delta=0.80$ eV, Kane energy $E_P=2mP^2/\hbar^2=23$ eV, electron density $n=10^{16}$ cm$^{-3}$ and mobility $10^5$ cm²/Vs.**

These are rough typical values in the regime of n-type InSb at 77 K. They give $P=0.936$ eV nm and

$$\lambda=\frac{(0.936)^2}{3}(17.36-0.92)\ \text{nm}^2=4.80\ \text{nm}^2\quad(1715\ \text{bohr}^2).$$

The Fermi wave number is $k_F=(3\pi^2n)^{1/3}=0.0667$ nm$^{-1}$. For $\mathbf k$ along $x$, $\mathbf k'$ along $z$ and spin axis $z$, the small-$k$ law gives an amplitude $\lambda k_F^2=0.0213$. Diagonalization of the $8\times8$ matrix gives $0.0186$, a flip probability of $3.4\times10^{-4}$.

The difference is the finite-$k$ correction of part (c). With $E>E_g$ and $a<1$, the coefficient falls to $4.18$ nm², or $0.87\lambda$. The small-$k$ law does hold as the limit: for a fixed pair of directions its relative error was $0.0061$ at a scale of $0.2k_F$ and $0.0015$ at $0.1k_F$, a fall by four on halving $k$. For thirty random pairs, with lengths from a fraction of $k_F$ to several $k_F$, the finite-$k$ overlap matched diagonalization to $10^{-15}$.

The mass at $k_F$ is $0.0150m$, and mobility times mass over charge gives $\tau=0.86$ ps. The eigenvalues of the collision operator give $\tau/T_{\rm E}=3.06\times10^{-4}$, against $4.04\times10^{-4}$ from the small-$k$ law; their ratio is the square of $0.87$. Thus $T_{\rm E}=0.86\ \text{ps}/(3.06\times10^{-4})=2.8$ ns. This equates the momentum relaxation time with the $\tau$ of part (e), which is defined at $M=1$. For an isotropic potential, with $\theta$ the angle between $\mathbf k$ and $\mathbf k'$, the latter is shorter by the factor $\langle m_0^2(1-\cos\theta)\rangle=0.90$, which would give 2.5 ns. The estimates below keep 0.86 ps. Here $\mu/\lambda=0.21$, and populations in the labelling of (d) would overstate the small-$k$ rate by 2.6%.

## (g) What the model leaves out

**Size the neglected effects. Does the Elliott process set the spin lifetime here?**

InSb has no inversion centre, and its conduction doublet is split by $H_D=\gamma\boldsymbol\kappa\cdot\boldsymbol\sigma$, with $\kappa_x=k_x(k_y^2-k_z^2)$ and cyclic permutations. Spins precess at $\boldsymbol\Omega=2\gamma\boldsymbol\kappa/\hbar$ between collisions. For $\Omega\tau\ll1$, the spin at $\mathbf k$ departs from the mean $\mathbf s$ by $\tau\boldsymbol\Omega\times\mathbf s$, and the mean obeys

$$\frac{d\mathbf s}{dt}=\tau\langle\boldsymbol\Omega\times(\boldsymbol\Omega\times\mathbf s)\rangle=-\tfrac23\tau\langle\Omega^2\rangle\mathbf s ,$$

where cubic symmetry makes the three components of $\boldsymbol\Omega$ equal in mean square. For a unit vector $(x,y,z)$, $\langle x^2y^4\rangle=3/105$ and $\langle x^2y^2z^2\rangle=1/105$. Then $\langle\kappa_x^2\rangle=(6-2)k^6/105$ and $\langle\kappa^2\rangle=12k^6/105$, which gives

$$\frac1{T_{\rm D}}=\frac{32}{105}\left(\frac{\gamma k^3}{\hbar}\right)^2\tau .$$

With a rough $\gamma=0.5$ eV nm³, $\gamma k_F^3\tau/\hbar=0.19$ and $\tau/T_{\rm D}=0.0113$, so $T_{\rm D}=76$ ps. For isotropic scattering this precession, the Dyakonov-Perel mechanism, is about 37 times faster than the Elliott process. Two corrections lower this figure. With the overlap $M$ kept in the collision term and both rates taken at the same momentum relaxation time, it is about 32. The cubic law is also a small-$k$ form: in a fourteen-band model with the remote shell described below, fitted to the same $\gamma$ at small $k$, the splitting along [110] at $k_F$ is about 9% below the cubic law, which lowers $1/T_{\rm D}$ by nearly a fifth. The 2.8 ns is thus the contribution of one channel, not a prediction of the total lifetime. The ratio varies as $\gamma^2$: half the assumed $\gamma$ would leave a factor of about 9, again for isotropic scattering. At fixed $k$, $1/T_{\rm E}$ varies as $1/\tau$ and $1/T_{\rm D}$ as $\tau$, so stronger scattering favours the Elliott process.

The other effects compare as follows.

- **Temperature.** The Fermi energy is 11.7 meV and $k_BT$ is 6.6 meV, so the gas is only moderately degenerate. At fixed density and constant $\tau$, the thermal average raises the Elliott rate by a factor of 2.1, which shortens $T_{\rm E}$ to about 1.3 ns. The precession rate, which varies as $k^6$ while $\Omega\tau\ll1$, is raised more.
- **Remote bands.** A p-like shell with Kane energy 5 eV and levels 2.9 and 3.3 eV above the conduction edge, treated as independent, changes $\lambda$ by $-0.0017$ nm². Spin-orbit coupling between this shell and the valence shell is left out; a coupling of about 0.2 eV can change $\lambda$ by a few percent.
- **Spin-orbit force of the scatterer.** For a smooth potential, the vacuum term has coefficient $\hbar^2/4m^2c^2=3.7\times10^{-8}$ nm² for a free electron. The larger momentum matrix elements of the Bloch states raise its size to about $2\times10^{-6}$ nm², still negligible beside $\lambda$.
- **Smoothness.** The largest momentum transfer times a lattice constant of 0.65 nm is 0.087, so a slowly varying potential is well described. The core of an impurity is not covered, and its effect is not estimated here.

Charged impurities also favour small scattering angles, which affects both spin rates. Let $\tau$ be the momentum relaxation time given by the mobility. In the limit of very small angles the Elliott factor $8/9$ rises to $8/3$. The precession field, a third-order harmonic in the direction of $\mathbf k$, is then randomized six times faster than the momentum, so $1/T_{\rm D}$ falls by six. At $k_F$ the factor of 37 would shrink by 18, to about 2, and with half the assumed $\gamma$ the Elliott process would be the faster one there. The thermal average favours precession. At constant $\tau$ it multiplies $k^6$ by 8.0 and the Elliott rate by 2.1, so at 77 K in that limit precession is faster by about 8 for the assumed $\gamma$ and by about 2 for half of it. The fall of the splitting below the cubic law reduces these to about 5 and 1, so with half the assumed $\gamma$ these estimates do not settle which process is faster. Screened impurities lie between this limit and the isotropic case, so the large margin found above belongs to isotropic scattering.

## Table of computed values

```
Gap Eg (input): 0.24 eV
Spin-orbit splitting Delta (input): 0.8 eV
Kane energy (input): 23 eV
Electron density (input): 1e+16 cm^-3
Mobility (input): 1e+05 cm2/Vs
Temperature (input): 77 K
Kane coupling P: 0.9361 eV nm
1/Eg^2: 17.36 eV^-2
1/(Eg+Delta)^2: 0.9246 eV^-2
Overlap coefficient lambda: 4.801 nm^2
lambda in atomic units: 1715 bohr^2
Fermi wave number kF: 0.06665 nm^-1
Largest error of finite-k overlap formula: 7.145e-16
Small-k law, relative error at 0.2 kF: 0.006125
Small-k law, relative error at 0.1 kF: 0.001539
Spin part at Delta=0: 5.961e-18
Flip amplitude, small-k law, k along x, k' along z: 0.02133
Flip amplitude, diagonalization, same pair: 0.01855
Flip probability, diagonalization, same pair: 0.0003441
Finite-k coefficient at kF: 4.176 nm^2
Finite-k coefficient / lambda: 0.8698
Relabelling coefficient mu: 1 nm^2
mu / lambda: 0.2083
Mean flip probability, sigma_z labels / pure-S labels: 1.026
Band-edge mass: 0.01384 electron masses
Mass at kF: 0.01504 electron masses
Fermi energy above band edge: 11.72 meV
Thermal energy kT: 6.635 meV
Scattering time tau: 0.8552 ps
Elliott decay rate times tau, collision operator: 0.0003059
Elliott decay rate times tau, small-k law: 0.0004043
Relative shift on finer angular mesh, Elliott: 3.821e-13
Elliott spin lifetime at kF: 2.796 ns
Thermal average of Elliott rate / rate at kF: 2.124
Cubic asymmetry constant (input): 0.5 eV nm^3
gamma kF^3: 0.148 meV
gamma kF^3 tau / hbar: 0.1923
Precession decay rate times tau, collision operator: 0.01133
Precession decay rate times tau, weak-field law: 0.01128
Relative shift on finer angular mesh, precession: 0.00538
Precession spin lifetime: 75.49 ps
Precession rate / Elliott rate: 37.04
Remote shell Kane energy (input): 5 eV
Remote j=3/2 level above conduction edge (input): 3.3 eV
Remote shell splitting (input): 0.4 eV
Remote shell part of lambda: -0.001719 nm^2
Vacuum spin-orbit coefficient: 3.728e-08 nm^2
Free-electron term at kF / Eg: 0.0007052
Lattice constant (input): 0.65 nm
Largest momentum transfer times lattice constant: 0.08665
```
